# CIS Excitation Energies Are Size Intensive; CISD Excitation Energies Are Not: verification in Python

```python
"""
Result under test: for a chromophore A with N noninteracting spectators B,
  CIS : excitation energies of A do not depend on N;
  CISD: the ground correlation energy E solves E = f_A(E) + N f_B(E), with
        f_X(E) = h_X^T (E - M_X)^(-1) h_X, and excitation energies grow with N.
h_X couples the Hartree-Fock determinant to singles and doubles of fragment X;
M_X is the Hamiltonian among them, relative to the Hartree-Fock energy.
A = LiH (STO-3G), B = H2 (6-31G). Internal energies are in hartree, output in eV.
Determinants are bit strings; spin orbital 2k is k-alpha and 2k+1 is k-beta.
"""
from itertools import combinations
import numpy as np
from scipy import constants
from scipy.linalg import block_diag
from scipy.optimize import brentq
from pyscf import gto, scf, ao2mo, ci

EV = constants.physical_constants["Hartree energy in eV"][0]
BOND_A, BOND_B, SPACING = 1.60, 0.74, 1000.0   # angstrom
BASIS = {"Li": "sto-3g", "H1": "sto-3g", "H2": "6-31g"}


def atoms_a():
    return [["Li", (0, 0, 0)], ["H1", (0, 0, BOND_A)]]


def atoms_b(x):
    return [["H2", (x, 0, 0)], ["H2", (x, 0, BOND_B)]]


def hartree_fock(atoms, dm0=None):
    mol = gto.M(atom=atoms, basis=BASIS, unit="Angstrom", verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-7
    mf.kernel(dm0=dm0)
    assert mf.converged
    return mf


def mo_integrals(mf):
    c = mf.mo_coeff
    n = c.shape[1]
    one = c.T @ mf.get_hcore() @ c
    two = ao2mo.restore(1, ao2mo.kernel(mf.mol, c), n)
    return one, two, mf.mol.nelectron // 2


def spin_tensors(one, two):
    n = len(one)
    space, spin = np.arange(2 * n) // 2, np.arange(2 * n) % 2
    same = (spin[:, None] == spin[None, :]).astype(float)
    h = one[np.ix_(space, space)] * same
    chem = two[np.ix_(space, space, space, space)]
    chem = chem * same[:, :, None, None] * same[None, None, :, :]
    w = chem.transpose(0, 2, 1, 3) - chem.transpose(0, 2, 3, 1)
    return h, w


def join(fragments):
    """Noninteracting supersystem: all integrals between fragments vanish."""
    one = block_diag(*[f[0] for f in fragments])
    n = len(one)
    two = np.zeros((n, n, n, n))
    ref, owner, start = 0, [], 0
    for k, (h1, g, nocc) in enumerate(fragments):
        s = slice(start, start + len(h1))
        two[s, s, s, s] = g
        ref |= ((1 << (2 * nocc)) - 1) << (2 * start)
        owner += [k] * (2 * len(h1))
        start += len(h1)
    h, w = spin_tensors(one, two)
    return h, w, ref, owner


def bits(d):
    out = []
    while d:
        low = d & -d
        out.append(low.bit_length() - 1)
        d ^= low
    return out


def determinants(ref, nso, max_rank, owner=None):
    """Excitations with M_S = 0; with owner given, only neutral fragments."""
    occ = bits(ref)
    vir = [p for p in range(nso) if not (ref >> p) & 1]
    dets = []
    for rank in range(max_rank + 1):
        for rem in combinations(occ, rank):
            for add in combinations(vir, rank):
                if sum(p % 2 for p in rem) != sum(p % 2 for p in add):
                    continue
                if owner is not None and (sorted(owner[p] for p in rem)
                                          != sorted(owner[p] for p in add)):
                    continue
                d = ref
                for p in rem + add:
                    d ^= 1 << p
                dets.append(d)
    return dets


def hamiltonian(h, w, dets):
    """Slater-Condon rules; returns H minus reference energy, and that energy."""
    size = len(dets)
    mat = np.zeros((size, size))
    hd, wd = np.diag(h), np.einsum("pqpq->pq", w)
    for i, ket in enumerate(dets):
        occ = np.array(bits(ket))
        mat[i, i] = hd[occ].sum() + 0.5 * wd[np.ix_(occ, occ)].sum()
        for j in range(i):
            diff = ket ^ dets[j]
            count = diff.bit_count()
            if count > 4:
                continue
            rem, add = bits(ket & diff), bits(dets[j] & diff)
            sign, d = 1, ket
            for p, q in zip(rem, add):
                lo, hi = min(p, q), max(p, q)
                between = d & ((1 << hi) - (1 << (lo + 1)))
                if between.bit_count() % 2:
                    sign = -sign
                d ^= (1 << p) | (1 << q)
            if count == 2:
                p, q = rem[0], add[0]
                value = h[q, p] + w[q, occ, p, occ].sum()
            else:
                value = w[add[0], add[1], rem[0], rem[1]]
            mat[i, j] = mat[j, i] = sign * value
    e_ref = mat[0, 0]
    return mat - e_ref * np.eye(size), e_ref


def spin_flip_parity(vec, dets, nso):
    """+1 for singlets, -1 for triplets (M_S = 0)."""
    even = sum(1 << k for k in range(0, nso, 2))
    index = {d: i for i, d in enumerate(dets)}
    pairs_ref = (dets[0] & (dets[0] >> 1) & even).bit_count()
    total = 0.0
    for i, d in enumerate(dets):
        flipped = ((d & even) << 1) | ((d >> 1) & even)
        pairs = (d & (d >> 1) & even).bit_count()
        total += (-1) ** (pairs_ref - pairs) * vec[i] * vec[index[flipped]]
    return total


def lowest_singlets(mat, dets, nso, pi_mask):
    """Lowest excited singlet Sigma and Pi states of the isolated chromophore."""
    val, vec = np.linalg.eigh(mat)
    odd = np.array([(d & pi_mask).bit_count() % 2 for d in dets])
    sigma, pi = [], []
    for k in range(len(val)):
        if spin_flip_parity(vec[:, k], dets, nso) > 0.9:
            (pi if (vec[:, k] ** 2 @ odd) > 0.5 else sigma).append(k)
    picks = {"Sigma": sigma[1], "Pi": pi[0]}
    return val, {s: (val[k], vec[:, k]) for s, k in picks.items()}


def follow(val, vec, dets, target, dets_a, nso_a):
    """Energy of the root that best overlaps (state of A) x (HF spectators)."""
    index = {d: i for i, d in enumerate(dets)}
    tail = (dets[0] >> nso_a) << nso_a
    rows = [index[d | tail] for d in dets_a]
    return val[np.argmax((target @ vec[rows]) ** 2)]


# ---- isolated fragments ----
mf_a, mf_b = hartree_fock(atoms_a()), hartree_fock(atoms_b(0.0))
frag_a, frag_b = mo_integrals(mf_a), mo_integrals(mf_b)
nso_a = 2 * len(frag_a[0])
p_xy = [k for k, s in enumerate(mf_a.mol.ao_labels()) if "px" in s or "py" in s]
pi_mask = sum(3 << (2 * k) for k in range(nso_a // 2)
              if np.abs(mf_a.mo_coeff[p_xy, k]).max() > 0.5)

ha, wa, ref_a, _ = join([frag_a])
hb, wb, ref_b, _ = join([frag_b])
cis_dets_a = determinants(ref_a, nso_a, 1)
dets_a = determinants(ref_a, nso_a, 2)
dets_b = determinants(ref_b, len(hb), 2)
cis_a, _ = hamiltonian(ha, wa, cis_dets_a)
mat_a, eref_a = hamiltonian(ha, wa, dets_a)
mat_b, eref_b = hamiltonian(hb, wb, dets_b)
assert abs(eref_a + mf_a.energy_nuc() - mf_a.e_tot) < 1e-8
assert abs(eref_b + mf_b.energy_nuc() - mf_b.e_tot) < 1e-8
_, cis_states = lowest_singlets(cis_a, cis_dets_a, nso_a, pi_mask)
val_a, ci_states = lowest_singlets(mat_a, dets_a, nso_a, pi_mask)
e_a, e_b = val_a[0], np.linalg.eigvalsh(mat_b)[0]


def elimination(mat):
    mu, u = np.linalg.eigh(mat[1:, 1:])
    strength = (u.T @ mat[1:, 0]) ** 2
    return mu, strength, lambda e: np.sum(strength / (e - mu))


mu_a, r_a, f_a = elimination(mat_a)
mu_b, r_b, f_b = elimination(mat_b)
assert mu_a[0] > 0 and mu_b[0] > 0
coupling_b = np.sqrt(r_b.sum())
mean_b = (r_b @ mu_b) / r_b.sum()
mu_low = min(mu_a[0], mu_b[0])


def ground(n):
    bound = np.sqrt(r_a.sum() + n * r_b.sum()) + 1.0
    return brentq(lambda e: e - f_a(e) - n * f_b(e), -bound, 0.0, xtol=1e-13)


# ---- supersystems by explicit diagonalization ----
table = []
for n in range(4):
    h, w, ref, owner = join([frag_a] + [frag_b] * n)
    singles = determinants(ref, len(h), 1)
    mat, _ = hamiltonian(h, w, singles)
    assert np.abs(mat[0, 1:]).max() < 1e-6          # Brillouin's theorem
    val, vec = np.linalg.eigh(mat)
    cis = {s: follow(val, vec, singles, t[1], cis_dets_a, nso_a) - val[0]
           for s, t in cis_states.items()}
    for s in cis:
        assert abs(cis[s] - cis_states[s][0]) < 1e-8

    dets = determinants(ref, len(h), 2, owner)
    mat, _ = hamiltonian(h, w, dets)
    val, vec = np.linalg.eigh(mat)
    top = {s: follow(val, vec, dets, t[1], dets_a, nso_a)
           for s, t in ci_states.items()}
    assert abs(val[0] - ground(n)) < 1e-8
    assert abs(top["Pi"] - ci_states["Pi"][0]) < 1e-8
    lowest_block = np.linalg.eigvalsh(mat[1:, 1:])[0]
    assert abs(lowest_block - (mu_low if n else mu_a[0])) < 1e-8
    assert val[1] >= lowest_block - 1e-8
    if n:
        assert val[0] < table[-1][2] - 1e-4          # ground root keeps falling
        assert val[0] > e_a + n * e_b + 1e-6         # but is not additive
        assert top["Sigma"] - val[0] > table[-1][3]["Sigma"] - table[-1][2]
    table.append((n, cis, val[0], top, len(dets)))

# ---- charge-transfer determinants included, one spectator ----
h, w, ref, owner = join([frag_a, frag_b])
dets = determinants(ref, len(h), 2)
mat, _ = hamiltonian(h, w, dets)
val, vec = np.linalg.eigh(mat)
size_ct = len(dets)
assert size_ct > table[1][4] and abs(val[0] - table[1][2]) < 1e-8
for s, t in ci_states.items():
    assert abs(follow(val, vec, dets, t[1], dets_a, nso_a) - table[1][3][s]) < 1e-8

# ---- product of the fragment CISD spaces: missing triples and quadruples ----
dets = [a | (b << nso_a) for a in dets_a for b in dets_b]
mat, _ = hamiltonian(h, w, dets)
val, vec = np.linalg.eigh(mat)
assert abs(val[0] - e_a - e_b) < 1e-8
cured = {s: follow(val, vec, dets, t[1], dets_a, nso_a) - val[0]
         for s, t in ci_states.items()}
for s in cured:
    assert abs(cured[s] - (ci_states[s][0] - e_a)) < 1e-8

# ---- real clusters with full Coulomb interaction at large separation ----
cluster_rows = []
for n in (2, 8):
    atoms = atoms_a()
    for k in range(n):
        atoms += atoms_b(SPACING * (k + 1))
    guess = block_diag(mf_a.make_rdm1(), *[mf_b.make_rdm1()] * n)
    mf = hartree_fock(atoms, guess)
    assert abs(mf.e_tot - mf_a.e_tot - n * mf_b.e_tot) < 1e-6
    if n == 2:
        one, two, nocc = mo_integrals(mf)
        h, w = spin_tensors(one, two)
        singles = determinants((1 << (2 * nocc)) - 1, len(h), 1)
        mat, _ = hamiltonian(h, w, singles)
        roots = np.linalg.eigvalsh(mat[1:, 1:])
        for s, t in cis_states.items():
            assert np.abs(roots - t[0]).min() < 1e-6
    solver = ci.CISD(mf)
    solver.conv_tol, solver.max_cycle = 1e-10, 100
    solver.kernel()
    assert abs(solver.e_corr - ground(n)) < 1e-6
    cluster_rows.append((n, solver.e_corr, ground(n)))


# ---- large-N law ----
def asymptote(n):
    return -np.sqrt(n) * coupling_b + mean_b / 2


err4, err6 = [abs(ground(n) - asymptote(n)) for n in (10**4, 10**6)]
assert err6 < err4 / 5 and err6 < 0.02

print(f"bond lengths: LiH {BOND_A:.2f}, H2 {BOND_B:.2f} angstrom")
print(f"cluster spacing: {SPACING:.0f} angstrom")
print(f"CISD correlation energy, LiH alone: {e_a*EV:.4f} eV")
print(f"CISD correlation energy, H2 alone: {e_b*EV:.4f} eV")
print(f"coupling norm |h_B|: {coupling_b*EV:.4f} eV")
print(f"mean energy h_B.M_B.h_B/|h_B|^2: {mean_b*EV:.4f} eV")
print(f"lowest singles-doubles eigenvalue mu: {mu_low*EV:.4f} eV")
print("CIS excitation energies (eV): N, Sigma, Pi")
for n, cis, _, _, _ in table:
    print(f"  {n}  {cis['Sigma']*EV:.4f}  {cis['Pi']*EV:.4f}")
print("CISD roots relative to HF (eV): N, determinants, ground, Sigma, Pi")
for n, _, e0, top, size in table:
    print(f"  {n}  {size}  {e0*EV:.4f}  {top['Sigma']*EV:.4f}  {top['Pi']*EV:.4f}")
print("CISD excitation energies (eV): N, Sigma, Pi")
for n, _, e0, top, _ in table:
    print(f"  {n}  {(top['Sigma']-e0)*EV:.4f}  {(top['Pi']-e0)*EV:.4f}")
print(f"determinants for N=1 with charge transfer: {size_ct}")
print(f"determinants in product space for N=1: {len(dets)}")
print("product-space excitation energies for N=1 (eV): Sigma, Pi")
print(f"  {cured['Sigma']*EV:.4f}  {cured['Pi']*EV:.4f}")
print("real clusters, CISD correlation (eV): N, cluster, root equation")
for n, e_cluster, e_root in cluster_rows:
    print(f"  {n}  {e_cluster*EV:.4f}  {e_root*EV:.4f}")
print("root equation (eV): N, E_c, large-N law, Pi excitation energy")
for n in (10, 100, 1000, 10000):
    e0 = ground(n)
    print(f"  {n}  {e0*EV:.3f}  {asymptote(n)*EV:.3f}"
          f"  {(ci_states['Pi'][0]-e0)*EV:.3f}")
print("all tests passed")
```

Running it gives:

```
bond lengths: LiH 1.60, H2 0.74 angstrom
cluster spacing: 1000 angstrom
CISD correlation energy, LiH alone: -0.5564 eV
CISD correlation energy, H2 alone: -0.6780 eV
coupling norm |h_B|: 6.0795 eV
mean energy h_B.M_B.h_B/|h_B|^2: 61.8693 eV
lowest singles-doubles eigenvalue mu: 2.5940 eV
CIS excitation energies (eV): N, Sigma, Pi
  0  4.4960  6.1413
  1  4.4960  6.1413
  2  4.4960  6.1413
  3  4.4960  6.1413
CISD roots relative to HF (eV): N, determinants, ground, Sigma, Pi
  0  93  -0.5564  3.0634  4.4865
  1  252  -1.2103  3.0600  4.4865
  2  465  -1.8483  3.0576  4.4865
  3  732  -2.4712  3.0558  4.4865
CISD excitation energies (eV): N, Sigma, Pi
  0  3.6198  5.0429
  1  4.2704  5.6969
  2  4.9059  6.3348
  3  5.5269  6.9577
determinants for N=1 with charge transfer: 610
determinants in product space for N=1: 1488
product-space excitation energies for N=1 (eV): Sigma, Pi
  3.6198  5.0429
real clusters, CISD correlation (eV): N, cluster, root equation
  2  -1.8483  -1.8483
  8  -5.3912  -5.3912
root equation (eV): N, E_c, large-N law, Pi excitation energy
  10  -6.482  11.710  10.969
  100  -38.688  -29.860  43.175
  1000  -164.617  -161.315  169.104
  10000  -578.116  -577.012  582.603
all tests passed
```
